# Fano's configuration interaction of one discrete state with a continuum

## Second half: the asymmetric profile and its verification

### What is carried over

A discrete state $\varphi$ of energy $E_\varphi$ is coupled by a real $V(E)$ to one continuum $\psi_E$, normalized per unit energy. The eigenstate at energy $E$ is

$$\Psi_E=a\left[\varphi+\mathrm P\!\int\frac{V(E')\,\psi_{E'}}{E-E'}\,dE'+zV(E)\,\psi_E\right],\qquad a^2=\frac1{V^2(\pi^2+z^2)}, \tag{17}$$

with $z=(E-E_\varphi-F)/V^2=\pi\varepsilon$. The shift function is $F=\mathrm P\int V(E')^2/(E-E')\,dE'$, the width function is $\Gamma=2\pi V^2$, and $\varepsilon=(E-E_\varphi-F)/(\Gamma/2)$. The resonance energy satisfies $E_r=E_\varphi+F(E_r)$.

The example has a band from 0 to $W=10$ eV, $y=E/W$, $V^2=4v^2y(1-y)$, $v^2=0.02$ eV and $E_\varphi=3$ eV. It gives $E_r=2.96936$ eV, $V^2(E_r)=0.01670$ eV and $\Gamma(E_r)=0.1049$ eV. The logarithm $L=\ln[y/(1-y)]$ is $-0.8619$ at $E_r$.

For the numerical comparison, the continuum is replaced by 2000 levels at $E_k=(k+\frac12)\delta$, with $\delta=0.005$ eV and couplings $\sqrt\delta\,V(E_k)$. The matrix of these levels and $\varphi$ is diagonalized.

### Stage 6: what the diagonalization says about the width

The weight of $\varphi$ per unit energy, read off the eigenvectors, peaks at 2.96909 eV and has a full width at half maximum of 0.1063 eV. The peak lies 0.0003 eV below $E_r$, and the width is 1.3 percent larger than $\Gamma(E_r)$. Both differences come from the energy dependence of $F$ and $V^2$.

Near $E_r$, $E-E_\varphi-F(E)\approx(1-F')(E-E_r)$, where $F'$ is the slope of $F$ at $E_r$. Half maximum is reached when this equals $\pm\Gamma/2$, so the width becomes

$$\Gamma_{\rm eff}=\frac{\Gamma}{1-F'} . \tag{18}$$

Differentiating $F=4v^2[y(1-y)L+y-\frac12]$, with $dL/dy=1/[y(1-y)]$, gives

$$F'=\frac{4v^2}{W}\left[(1-2y)L+2\right]=0.008\times1.650=0.0132 .$$

Then $\Gamma_{\rm eff}=0.1049/0.9868=0.1063$ eV, as found. The slope of $V^2$ does not alter the width to first order. Neglecting $F'$, a slope $(V^2)'$ changes $a^2=V^2/[(E-E_r)^2+\pi^2V^4]$ by $(V^2)'(E-E_r)\,[(E-E_r)^2-\pi^2V^4]/[(E-E_r)^2+\pi^2V^4]^2$. This vanishes at $E-E_r=\pm\pi V^2=\pm\Gamma/2$, and the peak height changes only in second order, so the half-maximum points stay in place.

That slope does move the peak. Write $c=V^2$ and $u=E-E_r$, and set the derivative of $\ln a^2=\ln c-\ln(u^2+\pi^2c^2)$ to zero, neglecting $F'$. For small $u$,

$$\frac{c'}{c}-\frac{2c'}{c}-\frac{2u}{\pi^2c^2}=0,\qquad u=-\frac{c'}{2c}\left(\frac\Gamma2\right)^2 .$$

Here $c'/c=(1-2y)/[Wy(1-y)]=0.195$ per eV, so $u=-0.0003$ eV, which accounts for the displacement.

**Decay.** If the system starts in $\varphi$, the amplitude to find it there at time $t$ is $\int a(E)^2e^{-iEt/\hbar}dE$. For a Lorentzian of full width $\Gamma_{\rm eff}$ the magnitude of this amplitude is proportional to $e^{-\Gamma_{\rm eff}t/2\hbar}$, so the probability decays at the rate $\Gamma_{\rm eff}/\hbar$. The diagonalized Hamiltonian, propagated from $t=\hbar/\Gamma$ to $3\hbar/\Gamma$, gives $\hbar$ times the rate as 0.1063 eV, in agreement with (18). The leading estimate of the lifetime, $\hbar/\Gamma$, is 6.3 fs.

The exponential law is an approximation for a coupling that varies slowly across the width, and it holds only at intermediate times. At very short times the loss from $\varphi$ grows as $t^2$, and at very long times the band edges make the decay slower than exponential. A finite set of levels adds a further restriction: their phases return to step after a time $2\pi\hbar/\delta$. Here that is $2\pi\Gamma/\delta\approx130$ times $\hbar/\Gamma$, well beyond the interval used.

### Stage 7: excitation with constant parameters

Let a transition operator $T$ excite the system from an initial state $i$, with real amplitudes

$$d_\varphi=\langle\varphi|T|i\rangle,\qquad d(E)=\langle\psi_E|T|i\rangle .$$

Begin with the simple case of an infinite flat continuum: $V$ and $d$ are constant, and principal-value integrals taken symmetrically about $E$ vanish. Equation (17) gives

$$\langle\Psi_E|T|i\rangle=a\,(d_\varphi+zVd)=a\pi Vd\,(q+\varepsilon),\qquad q=\frac{d_\varphi}{\pi Vd}. \tag{19}$$

Since $a^2\pi^2V^2=1/(1+\varepsilon^2)$, the strength relative to the bare continuum is

$$R=\frac{|\langle\Psi_E|T|i\rangle|^2}{d^2}=\frac{(q+\varepsilon)^2}{1+\varepsilon^2}. \tag{20}$$

The zero is now explained. There are two ways to reach the final state, through $\varphi$ and directly into the continuum. Their amplitudes in (19) are $d_\varphi$ and $zVd$. The first keeps its sign across the resonance, while the second changes sign with $z$. On one side they add, and on the other they cancel at $\varepsilon=-q$.

To find the maximum, differentiate:

$$\frac{dR}{d\varepsilon}=\frac{2(q+\varepsilon)(1+\varepsilon^2)-2\varepsilon(q+\varepsilon)^2}{(1+\varepsilon^2)^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.$$

For $q\ne0$ there is, besides the zero, a stationary point at $\varepsilon=1/q$, where

$$R=\frac{(q+1/q)^2}{1+1/q^2}=1+q^2 .$$

**Limits of $q$.**

- For $q=0$ the discrete state is not excited, and $R=\varepsilon^2/(1+\varepsilon^2)$. The resonance appears as a symmetric dip that reaches zero at its centre.
- For $d\to0$ at fixed $d_\varphi$, $|q|\to\infty$. The strength $d^2R$ tends to $d^2q^2/(1+\varepsilon^2)=d_\varphi^2a^2$, a Lorentzian peak.
- For $|\varepsilon|\to\infty$ at fixed $q$, $R\to1$. For $q\ne0$ the approach is slow, because $R-1=(q^2-1+2q\varepsilon)/(1+\varepsilon^2)\approx2q/\varepsilon$.

### Stage 8: excitation with varying parameters

For a real band, the middle term of (17) also contributes. The total amplitude is

$$\langle\Psi_E|T|i\rangle=a\,[D+zVd],\qquad
D(E)=d_\varphi+\mathrm P\!\int\frac{V(E')d(E')}{E-E'}\,dE'. \tag{21}$$

The algebra of the simple case carries over with $d_\varphi$ replaced by $D$:

$$q(E)=\frac{D(E)}{\pi V(E)d(E)},\qquad R(E)=\frac{[q(E)+\varepsilon(E)]^2}{1+\varepsilon(E)^2}. \tag{22}$$

This requires both $V(E)$ and $d(E)$ to be nonzero. Where only $d$ vanishes, the strength $a^2(D+zVd)^2$ is still well defined, but a ratio to the bare continuum is not. Physically, $D$ is the amplitude to excite the discrete state together with the continuum states it has mixed in. Equation (22) holds with energy-dependent functions. The familiar profile with fixed $q$, $E_r$ and $\Gamma$ is its approximation near a narrow resonance.

In the example, $d=d_0\sqrt{4y(1-y)}\,(1-y/2)$ with $d_0=1$ in arbitrary units per $\sqrt{\rm eV}$, and $d_\varphi=0.8$ in the same arbitrary units. The product is $Vd=4vd_0\,g(y)$ with

$$g(y)=y(1-y)(1-y/2)=y-\tfrac32y^2+\tfrac12y^3 .$$

Subtract the value at the singular point, as was done for $F$:

$$\frac{g(y')-g(y)}{y'-y}=1-\tfrac32(y+y')+\tfrac12(y^2+yy'+y'^2),$$

whose integral over $y'$ from 0 to 1 is $\frac5{12}-\frac54y+\frac12y^2$. The denominator in (21) has the opposite sign, so

$$\mathrm P\!\int\frac{Vd}{E-E'}dE'=4vd_0\left[g(y)L-\tfrac5{12}+\tfrac54y-\tfrac12y^2\right]. \tag{23}$$

This formula and the one for $F$ were tested against direct principal-value quadrature at four energies.

At $E_r$ the bracket is $-0.1532-0.0896=-0.2428$ and $4v=0.5657$, so the integral is $-0.1374$ and $D=0.8-0.1374=0.6626$. With $V=0.1292$ $\sqrt{\rm eV}$ and $d=0.7781$,

$$q=\frac{0.6626}{\pi\times0.1292\times0.7781}=2.10 .$$

Leaving out the principal-value part would have given 2.53. With constant parameters, the maximum is $1+q^2=5.40$ at $E_r+\Gamma/(2q)=2.994$ eV, and the zero is at $E_r-q\Gamma/2=2.859$ eV. The zero of the full formula (22) is at 2.8602 eV. The energy dependence of the parameters thus moves it by 0.0009 eV, less than one percent of $\Gamma$.

**Limit: the opposite sign.** Changing $d_\varphi$ to $-0.8$ gives $D=-0.9374$ and $q=-2.97$. The zero moves to the other side of the resonance, at 3.126 eV. The magnitude of $q$ changes too, because the principal-value part has kept its sign.

### Stage 9: comparing level by level

A diagonalization gives separate levels with $\sum a_n^2=1$, while the formulas describe densities. The flat ladder showed that $a_n^2$ times the level density $\rho$ is the continuum result. This must be shown again for varying $V$.

For small $\delta$, the sum in the eigenvalue condition is $F+\pi V^2\cot\pi x$, where $x$ is the distance of the eigenvalue from the ladder level below it, in units of $\delta$. The inverse weight is the derivative of $\lambda-E_\varphi$ minus this sum, at fixed ladder levels:

$$\frac1{a_n^2}=1-F'-(V^2)'z+\frac{V^2(\pi^2+z^2)}{\delta}. \tag{24}$$

Here $\pi\cot\pi x=z$ and $\pi^2/\sin^2\pi x=\pi^2+z^2$ were used. The density is $\rho=1/\delta-dx/d\lambda$ along the eigenvalues. Differentiating $\pi\cot\pi x=z(\lambda)$ gives $-dx/d\lambda=z'/(\pi^2+z^2)$, and from $zV^2=\lambda-E_\varphi-F$ we have $z'=[1-F'-(V^2)'z]/V^2$. With $a^2=1/[V^2(\pi^2+z^2)]$ from (17),

$$\rho=\frac1\delta+\left[1-F'-(V^2)'z\right]a^2=\frac{a^2}{a_n^2}. \tag{25}$$

So $a_n^2\rho=a^2$ again, apart from errors in replacing the sums by integrals. The transition strength of a level is converted in the same way. Numerically, $1/\rho$ is taken as half the distance between the two neighbours of a level.

The eigenvalues provide a test that needs no eigenvectors: $x$ should equal $\frac12-\frac1\pi\arctan\varepsilon$. For all levels more than 0.5 eV from the band edges, the largest deviation is $10^{-8}$ of a spacing. Across the resonance $x$ falls from 0.857 at $\varepsilon=-2.07$ to 0.103 at $\varepsilon=2.99$. Over the whole band it falls from nearly 1 to nearly 0, the signature of one extra level.

The profile at selected levels is:

| $E$ (eV) | $\varepsilon$ | diagonalized | eq. (22) | constant |
|---|---|---|---|---|
| 2.8618 | −2.068 | 0.0002 | 0.0002 | 0.0004 |
| 2.9163 | −1.009 | 0.587 | 0.587 | 0.582 |
| 2.9700 | 0.012 | 4.448 | 4.448 | 4.449 |
| 2.9943 | 0.467 | 5.400 | 5.400 | 5.399 |
| 3.0237 | 1.012 | 4.778 | 4.778 | 4.735 |
| 3.1330 | 2.986 | 2.610 | 2.610 | 2.536 |

Within $3\Gamma$ of the resonance, the profile with constant parameters is off by at most 0.074, in units of the bare continuum strength. Equation (22) differs from the diagonalization by at most $3.6\times10^{-4}$ in the same units.

**How fine must the ladder be?** With 500 levels the largest deviation is $1.6\times10^{-2}$. Most of it can be traced to the estimate of $\rho$. If $\lambda(\nu)$ is the smooth curve through the numbered eigenvalues, half the distance between neighbours is $\lambda'+\lambda'''/6+\dots$, while the correct value is $\lambda'=1/\rho$. At the peak $\rho'\approx0$ and $\lambda'''\approx-\rho''/\rho^4$, so the relative error is $-\rho''/(6\rho^3)$. For a Lorentzian of peak height $2/(\pi\Gamma)$ and half width $\Gamma/2$, $\rho''=-2\,[2/(\pi\Gamma)]/(\Gamma/2)^2$, and

$$\text{relative error}\approx\frac{2/(\pi\Gamma)}{3(\Gamma/2)^2\rho^3},\qquad \rho\approx\frac1\delta+\frac2{\pi\Gamma}.$$

This is $8\times10^{-5}$ for 2000 levels and $4\times10^{-3}$ for 500. Multiplied by $R\approx q^2=4.4$ at the line centre, it gives $4\times10^{-4}$ and $2\times10^{-2}$, close to the deviations found. Estimating $\rho$ from the distance between neighbours therefore requires $\delta\ll\Gamma$. The test of the displacements $x$ does not use this estimate.

### Stage 10: total strength, and a bound state that escapes

Mixing redistributes strength without creating any. If the $\Psi_E$ are complete in the space of $\varphi$ and the continuum,

$$\int|\langle\Psi_E|T|i\rangle|^2dE=d_\varphi^2+\int d(E)^2dE . \tag{26}$$

In the example, the last integral is $40\int_0^1y(1-y)(1-y/2)^2dy=3.8333$, so the right side is $0.64+3.8333=4.4733$. Integration of the mixed strength gives the same number.

The completeness assumed here can fail. Below the band, an eigenvalue must satisfy $\lambda-E_\varphi-F(\lambda)=0$, where $F$ is now an ordinary integral. The left side increases with $\lambda$, because $F'=-\int V^2/(\lambda-E')^2dE'<0$. It is negative for $\lambda\to-\infty$, so a root exists if the value at $\lambda=0$ is positive. In this model

$$F(0)=-\int\frac{V(E')^2}{E'}dE'=-4v^2\int_0^1(1-y')\,dy'=-2v^2 ,$$

and a bound state appears below the band when $2v^2>E_\varphi$. By the mirror argument, one appears above it when $2v^2>W-E_\varphi$. For $v^2=0.02$ eV neither happens, and the integrated weight of $\varphi$ in the continuum is 1.000000.

For $v^2=2$ eV, $2v^2=4$ eV exceeds 3 eV but not 7 eV. One state should drop out at the bottom, and the diagonalization finds it at $-0.328$ eV. It carries the weight $1/(1-F')$ of $\varphi$, by the normalization condition for a discrete eigenstate. The expression for $F'$ used in (18) remains valid outside the band with $L=\ln|y/(1-y)|$. At $y=-0.0328$ it gives $F'=-1.34$ and a weight of 0.427. The continuum integral of $a^2$ is 0.573. The expression for $a^2$ in (17) is still correct inside the band, but the continuum no longer holds the whole discrete state, and (26) needs the bound state's strength on its left side.

### Stage 11: more than one continuum

Suppose two continua $\psi^{(1)}_E$ and $\psi^{(2)}_E$ are open at the same energy, with couplings $V_1$ and $V_2$. At each energy, the combination $(V_1\psi^{(1)}_E+V_2\psi^{(2)}_E)/\sqrt{V_1^2+V_2^2}$ couples to $\varphi$ with $V^2=V_1^2+V_2^2$, and the orthogonal combination does not couple at all. The widths therefore add: $\Gamma=2\pi(V_1^2+V_2^2)$.

If the two combinations have transition amplitudes $d_c$ and $d_\perp$, the total strength is

$$d_c^2\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2}+d_\perp^2 .$$

The uncoupled part adds without interference, so the minimum stays above zero unless $d_\perp$ vanishes there. A similar loss occurs when the amplitudes cannot all be made real, as can happen without time-reversal symmetry. Then $q$ is complex, the numerator becomes $(\mathrm{Re}\,q+\varepsilon)^2+(\mathrm{Im}\,q)^2$, and the cancellation is incomplete. In the example, the single continuum and the real amplitudes allow the perfect zero at 2.860 eV. With a second continuum and real amplitudes, a perfect zero survives only if $d_\perp$ vanishes at the same energy. The remaining computed values are listed in the numerical output.

## Table of computed values

```
band width W: 10.0 eV; discrete level: 3.0 eV
coupling scale v^2: 0.020 eV
d_phi: 0.8 arb. units; d0: 1 arb. unit per sqrt(eV)
resonance energy E_r: 2.96936 eV
shift F(E_r): -0.03064 eV
V^2(E_r): 0.016701 eV
width Gamma: 0.10494 eV
lifetime hbar/Gamma: 6.272 fs
d(E_r): 0.77814 arb. units per sqrt(eV)
principal-value part of D: -0.13735 arb. units
D(E_r): 0.66265 arb. units
q: 2.0975; 1+q^2: 5.3994 (dimensionless)
continuum levels: 2000; spacing: 0.0050 eV
diagonalization, peak of admixture: 2.96909 eV
diagonalization, full width at half maximum: 0.10634 eV
diagonalization, hbar times decay rate: 0.10634 eV
largest admixture error / peak: 8.0e-05
largest displacement error / spacing: 9.8e-09
largest profile error, 500 levels: 1.6e-02
largest profile error, 2000 levels: 3.6e-04
largest error of constant-parameter profile: 0.0744
columns: E (eV), eps, displacement/spacing, profile from
  diagonalization, local Fano formula, constant-parameter formula
  2.86178  -2.0680 0.8566 0.0002 0.0002 0.0004
  2.91626  -1.0094 0.7515 0.5869 0.5869 0.5820
  2.96998   0.0117 0.4963 4.4477 4.4480 4.4487
  2.99430   0.4669 0.3610 5.3995 5.3996 5.3994
  3.02374   1.0121 0.2481 4.7781 4.7780 4.7350
  3.13301   2.9860 0.1029 2.6098 2.6098 2.5364
zero, diagonalization: 2.86020 eV
zero, local formula: 2.86020 eV
zero, constant parameters: 2.85931 eV
reversed d_phi: -0.8 arb. units; q: -2.9670
reversed case, zero from diagonalization: 3.12620 eV
integrated weight of phi: 1.000000
total strength, mixed: 4.47333 arb. units squared
total strength, bare: 4.47333 arb. units squared
strong coupling v^2: 2.0 eV
strong coupling, bound level: -0.3278 eV
strong coupling, weight of phi in bound state: 0.4271
strong coupling, weight of phi in continuum: 0.5729
```
